# Why a Melt-Growth Facet Can Leave a Dopant-Rich Core: verification in Python

```python
"""Why a melt-growth facet can leave a dopant-rich core.

Result under test: at one axial growth speed V, facet steps move much faster
than steps on the surrounding curved interface. Dopant captured by a step
relaxes from k_a to k_e times the melt concentration, so
    k(v) = (k_e + k_a*v/v_star)/(1 + v/v_star).
For k_a > k_e the fast facet steps incorporate more dopant.

Symbols (SI units internally): G temperature gradient, R isotherm radius,
mu step kinetic coefficient, dT undercooling, v = mu*dT step speed,
a step height and row width, v_star exchange speed, D melt diffusivity,
delta melt boundary-layer thickness. All parameters are model values.
"""
import numpy as np
from scipy.integrate import solve_ivp, quad
from scipy.linalg import expm
from scipy.optimize import brentq
from scipy.special import k0

V, G, R = 1.0e-5, 4000.0, 0.05
dT0, mu, a = 1.0, 0.05, 3.0e-10
k_e, k_a, v_star = 0.5, 4.0, 5.0e-3
D, delta = 1.0e-8, 2.0e-4
r_out, r_max = 6.0e-3, 8.0e-3


def k_step(v, exchange_speed=v_star):
    b = v / exchange_speed
    return (k_e + k_a * b) / (1 + b)


def k_effective(k, peclet):
    return k / (k + (1 - k) * np.exp(-peclet))


# Steady interface: integrate log(undercooling), which keeps it positive.
r_f = np.sqrt(2 * R * dT0 / G)
eps = G * V * r_f / (mu * dT0**2)


def log_profile(x, u):
    inverse_w = np.exp(-u)
    return (-2 * x + eps * inverse_w) * inverse_w


solution = solve_ivp(log_profile, (0, r_max / r_f), [0.0],
                     method="Radau", rtol=1e-8, atol=1e-10,
                     dense_output=True)
assert solution.success


def undercooling(r):
    return dT0 * np.exp(solution.sol(np.asarray(r) / r_f)[0])


# Compare with the facet and outer approximations.
x = np.linspace(0, 0.9, 100)
facet_formula = dT0 * (1 - x**2 + eps * np.arctanh(x))
assert np.max(np.abs(undercooling(x * r_f) - facet_formula)) < 5e-4 * dT0
v_center = mu * float(undercooling(0.0))
v_outer = mu * float(undercooling(r_out))
assert abs(v_outer / (V * R / r_out) - 1) < 3e-3

# Evolve the interface height directly; outward steps need upwind slopes.
r_grid = np.linspace(0, r_max, 801)
dr = r_grid[1] - r_grid[0]
isotherm = -r_grid**2 / (2 * R)
height = np.minimum(-dT0 / G, isotherm)
dt = 0.5 * dr / (mu * dT0)
for _ in range(int(2.0 / dt)):
    local_dT = np.maximum(G * (isotherm - height), 0)
    slope = (height[:-1] - height[1:]) / dr
    height[1:] += dt * (mu * local_dT[1:] * slope - V)
evolved_dT = G * (isotherm - height)
profile_error = np.max(np.abs(evolved_dT - undercooling(r_grid)))
# First-order slopes smear the narrow facet edge by about one grid cell.
assert profile_error < 8e-3 * dT0

# Master equation for exposed dopant/host and buried dopant/host sites.
# Time is measured in units of the inverse exchange rate.
melt_fraction = 0.01
gain = k_e * melt_fraction
loss = 1 - gain
initial = np.array([k_a * melt_fraction, 1 - k_a * melt_fraction, 0, 0])
for b in (0.02, 1.0, 10.0):
    generator = np.array([[-loss - b, gain, 0, 0],
                          [loss, -gain - b, 0, 0],
                          [b, 0, 0, 0],
                          [0, b, 0, 0]])
    final = expm(generator * (50 / b)) @ initial
    assert abs(final[2] / melt_fraction - k_step(b * v_star)) < 1e-7
    exchange = np.array([[-loss, gain], [loss, -gain]])
    fixed = (expm(exchange / b) @ initial[:2])[0] / melt_fraction
    fixed_formula = k_e + (k_a - k_e) * np.exp(-1 / b)
    assert abs(fixed - fixed_formula) < 1e-7

k_center, k_outer = k_step(v_center), k_step(v_outer)
contrast = k_center / k_outer
assert contrast > 2

# Locate the half-height radius on the numerical profile.
k_middle = (k_e + k_a) / 2
r_half = brentq(lambda r: k_step(mu * float(undercooling(r))) - k_middle,
                0.5 * r_f, 1.1 * r_f)
r_half_formula = r_f * np.sqrt(1 - v_star / (mu * dT0))
assert abs(r_half / r_half_formula - 1) < 0.01

# A core is lost when exchange is much too fast or much too slow.
fast_exchange, slow_exchange = 5.0, 5.0e-7
contrast_fast = k_step(v_center, fast_exchange) / k_step(v_outer, fast_exchange)
contrast_slow = k_step(v_center, slow_exchange) / k_step(v_outer, slow_exchange)
assert 1 < contrast_fast < 1.1 and 1 < contrast_slow < 1.1


def layer_numerical(k, peclet, n=400):
    """Solve steady diffusion and melt inflow by finite differences."""
    s = 1 / n
    matrix = np.zeros((n + 1, n + 1))
    right = np.zeros(n + 1)
    matrix[0, :3] = np.array([-3, 4, -1]) / (2 * s)
    matrix[0, 0] += peclet * (1 - k)
    for i in range(1, n):
        matrix[i, i - 1] = 1 / s**2 - peclet / (2 * s)
        matrix[i, i] = -2 / s**2
        matrix[i, i + 1] = 1 / s**2 + peclet / (2 * s)
    matrix[n, n] = right[n] = 1
    return k * np.linalg.solve(matrix, right)[0]


peclet = V * delta / D
for test_peclet in (peclet, 2.0, 10.0):
    for k in (k_center, k_outer):
        numerical = layer_numerical(k, test_peclet)
        # The interface derivative has a second-order grid error.
        assert abs(numerical / k_effective(k, test_peclet) - 1) < 2e-3
thick_contrast = layer_numerical(k_center, 10) / layer_numerical(k_outer, 10)
assert abs(thick_contrast - 1) < 3e-3

# Melt disturbance one step height ahead of an isolated moving step.
source = a * v_center * (1 - k_center)


def source_history(log_time):
    t = np.exp(log_time)
    return np.exp(-(a + v_center * t)**2 / (4 * D * t)) / (2 * np.pi * D)


history = quad(source_history, np.log(1e-15), np.log(0.1),
               limit=300, epsabs=1e-3, epsrel=1e-9)[0]
argument = v_center * a / (2 * D)
disturbance = source * np.exp(-argument) * k0(argument) / (np.pi * D)
assert abs(source * history / disturbance - 1) < 1e-6
assert abs(disturbance) < 0.03

print(f"Axial growth speed V: {V*1e6:.1f} um/s")
print(f"Temperature gradient G: {G/1000:.1f} K/mm")
print(f"Isotherm radius R: {R*1000:.1f} mm")
print(f"Central undercooling: {dT0:.2f} K")
print(f"Step kinetic coefficient: {mu:.3f} m/(s K)")
print(f"Step height and row width a: {a*1e9:.2f} nm")
print(f"Equilibrium coefficient k_e: {k_e:.2f}")
print(f"Capture coefficient k_a: {k_a:.2f}")
print(f"Exchange speed v_star: {v_star*1000:.2f} mm/s")
print(f"Edge exchange rate: {v_star/a:.3e} 1/s")
print(f"Layer completion rate V/a: {V/a:.3e} 1/s")
print(f"Facet radius estimate: {r_f*1000:.3f} mm")
print(f"Small parameter epsilon: {eps:.5f}")
print(f"Largest profile difference: {profile_error:.5f} K")
print(f"Central step speed: {v_center*1000:.3f} mm/s")
print(f"Outer step speed at {r_out*1000:.1f} mm: {v_outer*1000:.5f} mm/s")
print(f"Step speed ratio: {v_center/v_outer:.1f}")
print(f"Central slope: {V/v_center:.6f}")
print(f"Outer slope: {V/v_outer:.5f}")
print(f"Central step spacing: {a*v_center/V*1e9:.1f} nm")
print(f"Outer step spacing: {a*v_outer/V*1e9:.3f} nm")
print(f"Mean edge exposure, centre: {a/v_center*1e9:.3f} ns")
print(f"Mean edge exposure, outside: {a/v_outer*1e9:.1f} ns")
print(f"Interface coefficient, centre: {k_center:.4f}")
print(f"Interface coefficient, outside: {k_outer:.4f}")
print(f"Interface core contrast: {contrast:.3f}")
k_fixed_center = k_e + (k_a - k_e) * np.exp(-v_star / v_center)
k_fixed_outer = k_e + (k_a - k_e) * np.exp(-v_star / v_outer)
print(f"Fixed-exposure coefficient, centre: {k_fixed_center:.4f}")
print(f"Fixed-exposure coefficient, outside: {k_fixed_outer:.4f}")
print(f"Half-height radius, numerical: {r_half*1000:.3f} mm")
print(f"Half-height radius, formula: {r_half_formula*1000:.3f} mm")
print("Profile: radius mm; undercooling K; step speed mm/s; k; k_eff")
for radius in (0, 2.5e-3, 4e-3, 4.5e-3, 4.8e-3, 5e-3, 5.2e-3, r_out):
    temp = float(undercooling(radius))
    k = k_step(mu * temp)
    print(f"  {radius*1000:.1f}; {temp:.5f}; {mu*temp*1000:.4f}; "
          f"{k:.4f}; {k_effective(k, peclet):.4f}")
print(f"Contrast for v_star = {fast_exchange*1000:.0f} mm/s: "
      f"{contrast_fast:.4f}")
print(f"Contrast for v_star = {slow_exchange*1000:.4f} mm/s: "
      f"{contrast_slow:.4f}")
print(f"Melt diffusivity D: {D:.1e} m^2/s")
print(f"Melt boundary layer delta: {delta*1000:.2f} mm")
print("Melt transport: V*delta/D; centre k_eff; outside k_eff; contrast")
for pe in (0.0, peclet, 2.0, 10.0):
    kc, ko = k_effective(k_center, pe), k_effective(k_outer, pe)
    print(f"  {pe:.2f}; {kc:.4f}; {ko:.4f}; {kc/ko:.4f}")
print(f"Relative melt change near one facet step: {disturbance*100:.3f} %")
print("every check passed")
```

It prints:

```
Axial growth speed V: 10.0 um/s
Temperature gradient G: 4.0 K/mm
Isotherm radius R: 50.0 mm
Central undercooling: 1.00 K
Step kinetic coefficient: 0.050 m/(s K)
Step height and row width a: 0.30 nm
Equilibrium coefficient k_e: 0.50
Capture coefficient k_a: 4.00
Exchange speed v_star: 5.00 mm/s
Edge exchange rate: 1.667e+07 1/s
Layer completion rate V/a: 3.333e+04 1/s
Facet radius estimate: 5.000 mm
Small parameter epsilon: 0.00400
Largest profile difference: 0.00066 K
Central step speed: 50.000 mm/s
Outer step speed at 6.0 mm: 0.08338 mm/s
Step speed ratio: 599.7
Central slope: 0.000200
Outer slope: 0.11993
Central step spacing: 1500.0 nm
Outer step spacing: 2.501 nm
Mean edge exposure, centre: 6.000 ns
Mean edge exposure, outside: 3597.9 ns
Interface coefficient, centre: 3.6818
Interface coefficient, outside: 0.5574
Interface core contrast: 6.605
Fixed-exposure coefficient, centre: 3.6669
Fixed-exposure coefficient, outside: 0.5000
Half-height radius, numerical: 4.763 mm
Half-height radius, formula: 4.743 mm
Profile: radius mm; undercooling K; step speed mm/s; k; k_eff
  0.0; 1.00000; 50.0000; 3.6818; 2.4775
  2.5; 0.75219; 37.6097; 3.5893; 2.4428
  4.0; 0.36438; 18.2189; 3.2463; 2.3069
  4.5; 0.19584; 9.7921; 2.8169; 2.1190
  4.8; 0.08603; 4.3017; 2.1186; 1.7615
  5.0; 0.01196; 0.5981; 0.8739; 0.8944
  5.2; 0.00192; 0.0962; 0.5661; 0.6144
  6.0; 0.00167; 0.0834; 0.5574; 0.6060
Contrast for v_star = 5000 mm/s: 1.0692
Contrast for v_star = 0.0005 mm/s: 1.0052
Melt diffusivity D: 1.0e-08 m^2/s
Melt boundary layer delta: 0.20 mm
Melt transport: V*delta/D; centre k_eff; outside k_eff; contrast
  0.00; 3.6818; 0.5574; 6.6052
  0.20; 2.4775; 0.6060; 4.0880
  2.00; 1.1094; 0.9030; 1.2286
  10.00; 1.0000; 1.0000; 1.0001
Relative melt change near one facet step: -0.935 %
every check passed
```
